# Concomitant gradient fields and the main field below which they dominate

## Result

A field gradient $G=\partial B_z/\partial x$ in a current-free region cannot exist alone: it forces $\partial B_x/\partial z=G$. In a main field $B_0$ along $z$, a symmetric coil whose gradient is uniform over the region gives

$$|\mathbf B| = B_0+Gx+\frac{G^2z^2}{2B_0}-\frac{G^3x\,z^2}{2B_0^2}+\dots ,\qquad |Gx|,\,|Gz|\ll B_0 .$$

The third term is the concomitant shift and the fourth is its first correction for a uniform gradient. In a real coil the nonuniformity of the gradient can matter more than the fourth term: for the saddle geometry used below with radius 0.3–0.4 m, $G=23$ mT/m and $B_0=1.06$ T, the shift at $x=z=0.1$ m differs from $G^2z^2/(2B_0)$ by 1–5%, while the fourth term amounts to 0.2%.

Whether this shift dominates the phase errors depends on the rival error. Let the rival be an uncorrected static offset of size $\varepsilon B_0$, from imperfect shimming or susceptibility, which acts throughout the time $T$ of a gradient echo. The concomitant phase is then the larger one for

$$B_0<B_0^*=\frac{G_{\rm rms}|z|}{\sqrt{2\varepsilon}},\qquad G_{\rm rms}^2=\frac1T\int_0^T G^2\,dt .$$

For the proton-imaging parameters used below, with an assumed $\varepsilon=10^{-6}$, $B_0^*$ is about 1 T; it falls to 0.35 T for $\varepsilon=9\times10^{-6}$ and to 0.11 T for $\varepsilon=10^{-4}$.

## What Maxwell's equations require

Throughout $\hbar=1$; numerical values are given in eV, Å and $\hbar$/eV. Maxwell's equations are taken in the form

$$\nabla\cdot\mathbf B=0,\qquad \nabla\times\mathbf B=\frac1{c^2}\frac{\partial\mathbf E}{\partial t}.$$

The sample is taken to carry no current and no magnetization; its susceptibility enters later through $\varepsilon$.

The right-hand side of the second equation is small. If the gradient is switched in a time $\tau$ over a region of size $L$, Faraday's law gives $E/L\sim GL/\tau$, so $E\sim GL^2/\tau$. Hence $c^{-2}\partial_tE\sim G\,(L/c\tau)^2$, to be compared with field derivatives of size $G$. Dropping it leaves $\nabla\times\mathbf B=0$.

Suppose the coil produces $B_z=Gx$ throughout the region. Two components of the curl equation give

$$\frac{\partial B_x}{\partial z}=\frac{\partial B_z}{\partial x}=G,\qquad
\frac{\partial B_y}{\partial z}=\frac{\partial B_z}{\partial y}=0 .$$

Integration over $z$ yields

$$B_x=Gz+p(x,y),\qquad B_y=q(x,y).$$

The functions $p$ and $q$ depend on the coil. The term $Gz$ does not. Averaging the squared transverse field over the points $+z$ and $-z$ removes the cross term $2Gzp$:

$$\tfrac12\left[B_\perp^2(z)+B_\perp^2(-z)\right]=G^2z^2+p^2+q^2\ \ge\ G^2z^2 .$$

As long as the gradient is uniform, a coil design can move the concomitant field about, but cannot bring this average below $G^2z^2$.

In a symmetric saddle coil $p$ and $q$ vanish to linear order about the centre. A one-sided coil has a uniform part $p_0$, so that on the axis $B_\perp^2=(p_0+Gz)^2$ as far as the gradient stays uniform. The zero of this linear form lies at $z=-p_0/G$; a real coil need not have its zero there, since its gradient need not stay uniform out to that distance. Biot–Savart sums over wire loops test the slope and the uniform part at the origin. This is the centre of the symmetric coil; for the one-sided coil, which is one half of the symmetric one, it is a point on the axis outside the windings. The ratio of $\partial_zB_x$ to $\partial_xB_z$ is 1.00000 for the symmetric and for the one-sided coil, while the one-sided coil has $p_0=0.28\,G$ times the coil radius.

**Several gradients.** Let $G_x,G_y,G_z$ be the three slopes of $B_z$. The first two contribute $(G_xz,\,G_yz)$ to the transverse field. For the third, $\nabla\cdot\mathbf B=0$ requires $\partial_xB_x+\partial_yB_y=-G_z$, and axial symmetry divides this equally. Therefore

$$\mathbf B_\perp=\left(G_xz-\tfrac12G_zx,\;\;G_yz-\tfrac12G_zy\right).$$

The components add before squaring, so gradients applied together produce cross terms such as $-G_xG_z\,xz/(2B_0)$ in the shift $B_\perp^2/(2B_0)$.

## Expansion of the magnitude

Write $b=Gx$ for the longitudinal gradient field and return to a single $x$ gradient with $B_\perp=Gz$. Then

$$|\mathbf B|=\sqrt{(B_0+b)^2+B_\perp^2}=(B_0+b)\sqrt{1+\frac{B_\perp^2}{(B_0+b)^2}} .$$

Using $\sqrt{1+u}=1+u/2-u^2/8+\dots$,

$$|\mathbf B|=B_0+b+\frac{B_\perp^2}{2(B_0+b)}-\frac{B_\perp^4}{8(B_0+b)^3}+\dots$$

Next, $1/(B_0+b)=1/B_0-b/B_0^2+\dots$ in the third term gives

$$|\mathbf B|=B_0+b+\frac{B_\perp^2}{2B_0}-\frac{b\,B_\perp^2}{2B_0^2}+O(B_0^{-3}).$$

This is the opening formula. Relative to the concomitant shift, the first correction is $-Gx/B_0$. It vanishes on the plane $x=0$, where the next term takes over, with relative size $-G^2z^2/(4B_0^2)$.

The opposite limit shows where the expansion ends. At $x=0$ the excess $\sqrt{B_0^2+G^2z^2}-B_0$ never exceeds $G|z|$, whereas $G^2z^2/(2B_0)$ grows without bound as $B_0\to0$. The expanded formula therefore fails once $B_0$ has fallen to the order of $G|z|$.

## Why the spin responds to the magnitude

Express fields as precession energies: $E_0=\gamma B_0$ and $g=\gamma G$, with $\gamma$ the proton gyromagnetic ratio. Apart from an overall sign, which sets the sense of precession, the Hamiltonian is

$$H=\tfrac12\left[(E_0+gx)\,\sigma_z+gz\,\sigma_x\right].$$

Phase is counted positive for faster precession. At $x=0$ the levels are $\pm E_0/2$ and the transverse field couples them with matrix element $gz/2$. Second-order perturbation theory moves them apart by $(gz/2)^2/E_0$ each, so the splitting grows by

$$2\,\frac{(gz/2)^2}{E_0}=\frac{(gz)^2}{2E_0},$$

which is the concomitant shift again. The transverse field has no first-order effect because it is static while the spin precesses at $E_0$.

For a time-dependent gradient, let $\Omega=\gamma|\mathbf B|$ and let $\theta$ be the angle between the field and $z$. At a fixed point the field stays in the $xz$ plane. In a frame turning with it, $\psi=e^{-i\theta\sigma_y/2}\chi$, the Hamiltonian for $\chi$ is

$$H'=\tfrac12\Omega\,\sigma_z-\tfrac12\dot\theta\,\sigma_y .$$

If $\dot\theta$ is small and varies slowly, the splitting is $\sqrt{\Omega^2+\dot\theta^2}\approx\Omega+\dot\theta^2/(2\Omega)$. With $\theta\approx gz/E_0$ and ramp time $\tau$, $\dot\theta\sim gz/(E_0\tau)$. The extra term, present during the ramps, is thus smaller than the concomitant shift by a factor of order $1/(E_0\tau)^2$. For $E_0\tau\gg1$ the phase is $\int\Omega\,dt$.

## Accumulated phase

Integrating the expansion, and leaving aside the intended linear phase $x\int g\,dt$, gives

$$\varphi_c=\frac{A}{E_0}-\frac{C}{E_0^2}+\dots,\qquad A=\frac{z^2}{2}\int g^2dt,\qquad C=\frac{x\,z^2}{2}\int g^3dt .$$

**Bipolar pair.** Two equal lobes of opposite sign have $\int g\,dt=0$ and $\int g^3dt=0$. The linear phase and the first correction cancel, but the leading concomitant phase adds, because it is even in $g$. Take units with $E_0=1$, peak values $gx=0.03$ and $gz=0.05$, plateaus of length 200 and $\sin^2$ ramps of length 40. Propagating the Schrödinger equation through such a pair gives 0.57531 rad; the leading formula gives 0.57500 rad.

**Spin echo.** A $\pi$ pulse reverses the phase collected before it, so

$$\varphi_c=\frac{z^2}{2E_0}\left[\int_{\rm after}g^2dt-\int_{\rm before}g^2dt\right]$$

at leading order. Equal lobes cancel. Equal areas are not enough: for rectangular lobes of common area $S$ and heights $g_1$ (before) and $g_2$ (after), $\int g^2dt=g_iS$ for each, and

$$\varphi_c=\frac{z^2S\,(g_2-g_1)}{2E_0}.$$

The linear phase is refocused and this one remains. Take $E_0=1$, a first lobe with peak values $gx=0.005$, $gz=0.05$ and plateau 200, and a second lobe of half that height with plateau 440, all with $\sin^2$ ramps of length 40, so that the areas are equal. The propagated echo gives $-0.1395$ rad, against $-0.1406$ rad from the leading formula. The difference is 0.8% of the formula value. Here the integrals of $g^3$ do not cancel, so the correction in $C$ contributes. A $\sin^2$ ramp adds $5/16$ of its length to the integral of the cubed shape, giving $225$ before the pulse and $465/8=58.1$ after it. The correction is then $\tfrac12(0.005)(0.05)^2(225-58.1)=0.00104$ rad, most of the $0.00113$ rad difference.

## The threshold fields and their first correction

**Relative threshold.** In a gradient echo the static offset produces $\varphi_s=\varepsilon E_0T$, with $\varepsilon>0$ denoting its magnitude. At leading order $\varphi_c=\varphi_s$ reads

$$\frac{A}{E_0}=\varepsilon E_0T\quad\Rightarrow\quad E_0^{*2}=\frac{A}{\varepsilon T}=\frac{z^2g_{\rm rms}^2}{2\varepsilon},$$

where $g_{\rm rms}=\gamma G_{\rm rms}$. Dividing by $\gamma$ gives the opening result. If $\varepsilon$ does not depend on the main field, the two phases scale oppositely with it, so

$$\frac{\varphi_c}{\varphi_s}=\left(\frac{E_0^*}{E_0}\right)^2 .$$

To include $C$, multiply $A/E_0-C/E_0^2=\varepsilon E_0T$ by $E_0/(\varepsilon T)$:

$$E_0^2=E_0^{*2}-\frac{C}{\varepsilon T\,E_0}.$$

Put $E_0=E_0^*+\delta$ and keep first order in $\delta$ and $C$. Then $2E_0^*\delta=-C/(\varepsilon TE_0^*)$, and since $\varepsilon TE_0^{*2}=A$,

$$\delta=-\frac{C}{2A}=-\frac{x}{2}\,\frac{\int g^3dt}{\int g^2dt}.$$

For a constant gradient the threshold shifts by $-gx/2$, half the longitudinal gradient field at that point. For a bipolar pair this shift is zero.

At $x=0$ with constant gradient the condition can be solved without expansion. From $\sqrt{E_0^2+g^2z^2}=(1+\varepsilon)E_0$,

$$E_0=\frac{g|z|}{\sqrt{2\varepsilon+\varepsilon^2}}\approx\frac{g|z|}{\sqrt{2\varepsilon}}\left(1-\frac{\varepsilon}{4}\right).$$

At this threshold $g|z|/E_0\approx\sqrt{2\varepsilon}$, so for a constant gradient and $x=0$ a small $\varepsilon$ is enough for the expansion to hold. For a pulsed gradient the peak ratio is larger by the factor $g/g_{\rm rms}$, with $g$ the peak value, and must itself be small; away from $x=0$ the condition $|gx|\ll E_0$ is needed as well.

**Absolute threshold.** In a spin echo the static offset is refocused and is no longer a rival. One then asks when the concomitant phase exceeds a tolerance $\varphi_0$. For a gradient echo the leading answer is

$$E_0<E_0^{\rm tol}=\frac{A}{\varphi_0}=\frac{z^2}{2\varphi_0}\int g^2dt .$$

For a spin echo, $\int g^2dt$ is replaced by the magnitude of the difference in the square brackets above. This threshold grows as $z^2$; the relative one grows as $|z|$ when $\varepsilon$ does not depend on position.

## Worked example

Take protons with $g=4\times10^{-19}$ eV/Å, $z=10^9$ Å, $\varepsilon=10^{-6}$ and $T=2\times10^{13}\,\hbar$/eV. The gradient consists of two opposite trapezoidal lobes, each with plateau $P=4\times10^{12}\,\hbar$/eV and two linear ramps of $R=5\times10^{11}\,\hbar$/eV. A linear ramp contributes $R/3$ to the integral of the squared shape, so

$$\frac1{g^2}\int g^2(t)\,dt=2\left(P+\tfrac23R\right)=8.667\times10^{12}\ \hbar/\text{eV}.$$

The rms gradient is

$$g_{\rm rms}=4\times10^{-19}\sqrt{\frac{8.667\times10^{12}}{2\times10^{13}}}=2.633\times10^{-19}\ \text{eV/Å},$$

and the relative threshold is

$$E_0^*=\frac{2.633\times10^{-19}\times10^{9}}{\sqrt{2\times10^{-6}}}=1.86\times10^{-7}\ \text{eV},$$

or 1.06 T. Each phase is then 3.7 rad, so the crossing occurs where both errors are already large.

For $\varphi_0=1$ rad and the same gradient echo,

$$E_0^{\rm tol}=\frac{(4\times10^{-10})^2\times8.667\times10^{12}}{2}=6.93\times10^{-7}\ \text{eV},$$

or 3.9 T. Between the two thresholds the static offset gives the larger phase, yet the concomitant phase still exceeds 1 rad. Solving both conditions with the unexpanded magnitude at $x=0$ reproduces the thresholds to the digits shown.

The phases on either side of the crossing, with $\varepsilon$ held at $10^{-6}$ for all fields, are as follows. The static column scales with $\varepsilon$: at $10^{-8}$ eV (57 mT) it would be 20 rad for $\varepsilon=10^{-4}$ and 200 rad, more than the concomitant phase, for $\varepsilon=10^{-3}$.

| $E_0$ (eV) | concomitant (rad) | static (rad) |
|---|---|---|
| $10^{-8}$ | 69.3 | 0.2 |
| $10^{-7}$ | 6.93 | 2.0 |
| $10^{-6}$ | 0.693 | 20 |

At $10^{-8}$ eV the ratio $gz/E_0$ is 0.04, and the term $-(gz)^2/(4E_0^2)$ predicts a relative reduction of about $4\times10^{-4}$. The unexpanded phase is 69.3065 rad against 69.3333 rad from the leading formula, a reduction of that size. The expansion would fail near $E_0\sim gz=4\times10^{-10}$ eV.

Two of the neglected effects are very small at the relative threshold. The vacuum displacement-current term is $(L/c\tau)^2\approx10^{-12}$ for $L=z$ and $\tau=R$, and $1/(E_0^*\tau)\approx10^{-5}$. In a conducting sample the induced current gives a larger but still small term, $\mu_0\sigma L^2/\tau\approx2\times10^{-5}$ for $\sigma=0.5$ S/m. The estimate also leaves out the variation of a real coil's gradient with position. For a uniform gradient and an $\varepsilon$ independent of position and of $B_0$, $B_0^*$ is proportional to $|z|$ and to the rms gradient, and varies as $\varepsilon^{-1/2}$, so a fourfold smaller total $\varepsilon$ doubles the field below which concomitant phases dominate. These scalings change otherwise: a residual offset growing as $z^2$ makes $B_0^*$ independent of $z$, an offset fixed in tesla makes $B_0^*$ inversely proportional to that offset, and a susceptibility part that shimming does not remove limits the gain from a better shim. The numerical output follows below.

## Values computed for the example and the checks

```
Coil tests (length unit: coil radius)
dBx/dz over dBz/dx, symmetric coil  1.00000
dBx/dz over dBz/dx, one-sided coil  1.00000
one-sided coil: Bx(0)/(G*radius)    0.2834
excess/formula, x gradient only     0.99962
excess/formula, three gradients     1.00020
Spin tests (E0 = 1, transverse amplitude 0.05)
bipolar, z = 0: phase      4.2e-14 rad
bipolar, propagated phase  0.57531 rad
bipolar, formula           0.57500 rad
echo, unequal lobes        -0.13950 rad
echo, formula              -0.14063 rad
echo, equal lobes          2.1e-08 rad
Worked example: inputs
gradient g                 4.000e-19 eV/angstrom
distance z                 1.000e+09 angstrom
static offset eps          1.0e-06
echo time T                2.000e+13 hbar/eV
lobe plateau               4.000e+12 hbar/eV
lobe ramp                  5.000e+11 hbar/eV
phase tolerance phi0       1.00 rad
Worked example: results
transverse energy g*z      4.000e-10 eV
integral g^2 dt / g^2      8.6667e+12 hbar/eV
rms gradient               2.6331e-19 eV/angstrom
relative threshold E0*     1.8619e-07 eV
  same by root finding     1.8619e-07 eV
  converted                1.057 T
g*z/E0 at this threshold   2.148e-03
each phase at threshold    3.724 rad
absolute threshold         6.9333e-07 eV
  same by root finding     6.9333e-07 eV
  converted                3.937 T
proton energy per tesla    1.76086e-07 eV/T
displacement term (L/c tau)^2  1.03e-12
adiabatic 1/(E0* tau)          1.07e-05
E0 (eV) | concomitant, unexpanded, static phase (rad)
1e-08 | 69.3333  69.3065  0.2000
1e-07 | 6.9333  6.9333  2.0000
1e-06 | 0.6933  0.6933  20.0000
```
